# Why ionized chalcogen donors have a fourfold Rydberg series: a numerical check

```python
# RESULT UNDER TEST: the electron of a singly ionized double donor D+ sees
# charge Z=2 and has four times the binding energies of a Z=1 donor, while
# an excited p electron of neutral D0 sees a charge close to one.
# Symbols: mt, ml = transverse, longitudinal mass / free-electron mass;
# eps = static dielectric constant; g = mt/ml; Z = core charge;
# binding energies are positive. Donor atomic units: hbar=mt=e^2/eps=1.
# The two-electron problem is isotropic and is solved in scaled atomic units.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, lpmv, factorial
from pyscf import gto, scf, fci

mt, ml, eps = 0.19, 0.92, 11.4
ion_depth, well_radius = 0.6, 2.4       # rough model inputs: eV, angstrom
hartree = sc.physical_constants['Hartree energy in eV'][0]
donor_hartree = hartree * mt / eps**2


def anisotropic_levels(Z, g, m, parity, nrad=28, nang=9, lam=0.8):
    """Binding energies after z is stretched to make kinetic energy isotropic."""
    x, w = np.polynomial.laguerre.laggauss(64)
    k = np.arange(nrad)[:, None]
    norm = 1 / np.sqrt((k + 1) * (k + 2))
    lag = eval_genlaguerre(k, 2, x[None, :])
    dlag = np.zeros_like(lag)
    dlag[1:] = -eval_genlaguerre(k[:-1], 3, x[None, :])
    u = norm * x * lag
    du = norm * (lag - x * lag / 2 + x * dlag)
    kinetic = 2 * lam**2 * (du * w) @ du.T
    inv_r = 2 * lam * (u * w / x) @ u.T
    inv_r2 = 4 * lam**2 * (u * w / x**2) @ u.T
    start = m if m % 2 == parity else m + 1
    ls = start + 2 * np.arange(nang)
    c, wc = np.polynomial.legendre.leggauss(100)
    angular = np.array([np.sqrt((2*l+1)/2 * factorial(l-m)/factorial(l+m))
                        * lpmv(m, l, c) for l in ls])
    shape = (angular * wc / np.sqrt(1 - (1-g)*c**2)) @ angular.T
    ham = (np.kron(np.eye(nang), kinetic)
           + np.kron(np.diag(ls*(ls+1)/2), inv_r2)
           - Z * np.kron(shape, inv_r))
    return -eigh(ham, eigvals_only=True, subset_by_index=[0, 1])


def series(Z, g, **options):
    s = anisotropic_levels(Z, g, 0, 0, **options)
    p0 = anisotropic_levels(Z, g, 0, 1, **options)
    p1 = anisotropic_levels(Z, g, 1, 1, **options)
    return np.array([s[0], p0[0], p1[0], p0[1], p1[1]])


# The radial basis has the same length scale for both charges.
g = mt / ml
single = series(1, g)
double = series(2, g)
assert np.allclose(double / single, 4, rtol=5e-4)
assert np.allclose(single, series(1, g, nrad=22, nang=7), rtol=2e-3)
assert np.allclose(series(1, 1), [1/2, 1/8, 1/8, 1/18, 1/18], atol=1e-6)
small = 0.01
shift = series(1, 1-small)[:3] - np.array([1/2, 1/8, 1/8])
assert np.allclose(shift, small*np.array([1/6, 3/40, 1/40]), atol=3e-5)
single_ev, double_ev = single * donor_hartree, double * donor_hartree

# Two electrons around charge two, including exchange and angular correlation.
s_exp = 0.02 * 2.7**np.arange(12)
p_exp = 0.002 * 2.25**np.arange(12)
d_exp = 0.03 * 2.8**np.arange(5)


def two_electron_atom(p_set, d_set):
    basis = ([[0, [float(a), 1.0]] for a in s_exp]
             + [[1, [float(a), 1.0]] for a in p_set]
             + [[2, [float(a), 1.0]] for a in d_set])
    return gto.M(atom='He 0 0 0', basis={'He': basis}, verbose=0)


def integrals(mol):
    n = mol.nao_nr()
    return (mol.intor('int1e_kin') + mol.intor('int1e_nuc'),
            mol.intor('int1e_ovlp'), mol.intor('int2e').reshape(n, n, n, n))


def pair_energies(one, overlap, two, pairs, sign, count):
    """sign=+1 singlet, -1 triplet, 0 unsymmetrized product space."""
    a, b = np.array(pairs).T
    aa, bb = np.ix_(a, a), np.ix_(b, b)
    ham = one[aa]*overlap[bb] + overlap[aa]*one[bb]
    ham += two[a[:, None], a[None, :], b[:, None], b[None, :]]
    if sign:
        ham += sign*two[a[:, None], b[None, :], b[:, None], a[None, :]]
    metric = overlap[aa]*overlap[bb]
    return eigh((ham+ham.T)/2, (metric+metric.T)/2, eigvals_only=True,
                subset_by_index=[0, count-1])


one, overlap, two = integrals(two_electron_atom(p_exp, d_exp))
ns, npf, nd = len(s_exp), len(p_exp), len(d_exp)
s = np.arange(ns)
p = ns + 3*np.arange(npf)
d = ns + 3*npf + 5*np.arange(nd)
pairs = [(i, j+2) for i in s for j in p]
for p_component, d_component in ((0, 3), (1, 1), (2, 2)):
    pairs += [(i+p_component, j+d_component) for i in p for j in d]
threshold = eigh(one[np.ix_(s, s)], overlap[np.ix_(s, s)],
                 eigvals_only=True)[0]
pz = p + 2
ion_p = -eigh(one[np.ix_(pz, pz)], overlap[np.ix_(pz, pz)],
              eigvals_only=True)[:3]
singlet = threshold - pair_energies(one, overlap, two, pairs, 1, 3)
triplet = threshold - pair_energies(one, overlap, two, pairs, -1, 3)
n_values = np.arange(2, 5)
assert abs(threshold + 2) < 1e-3
assert np.allclose(ion_p, 2/n_values**2, rtol=3e-3)
for binding in (singlet, triplet):
    assert np.all((ion_p/binding > 3.7) & (ion_p/binding < 4.1))
    defect = n_values - 1/np.sqrt(2*binding)
    assert np.ptp(defect) < 0.01
assert np.all(triplet > singlet)
defect_singlet = n_values - 1/np.sqrt(2*singlet)
defect_triplet = n_values - 1/np.sqrt(2*triplet)
del one, overlap, two

ground_mol = two_electron_atom(p_exp[4:], [])
one, overlap, two = integrals(ground_mol)
p = ns + 3*np.arange(npf-4)
ground_pairs = [(i, j) for i in s for j in s]
for component in range(3):
    ground_pairs += [(i+component, j+component) for i in p for j in p]
ground = pair_energies(one, overlap, two, ground_pairs, 0, 1)[0]
mean_field = scf.RHF(ground_mol).run(conv_tol=1e-11)
independent_ground = fci.FCI(mean_field).kernel()[0]
assert abs(ground - independent_ground) < 1e-5
assert ground < -(27/16)**2
neutral_ground = threshold - ground
ground_ratio = -threshold/neutral_ground
assert 2 < ground_ratio < 2.5

# Isotropic radial problem with a short-range central-cell well.
mean_mass = 3/(2/mt + 1/ml)
kin = sc.hbar**2/(2*mean_mass*sc.m_e*sc.e)*1e20
coulomb = sc.e/(4*np.pi*sc.epsilon_0)*1e10/eps
step = 0.1
r = step*np.arange(1, 7001)
inside = (r < well_radius-step/2).astype(float)
inside[np.argmin(abs(r-well_radius))] = 0.5


def radial(l, potential, count=1):
    diagonal = 2*kin/step**2 + kin*l*(l+1)/r**2 + potential
    off = -kin/step**2*np.ones(len(r)-1)
    return eigh_tridiagonal(diagonal, off, select='i',
                            select_range=(0, count-1))


bare = -2*coulomb/r
well_depth = brentq(lambda U: radial(0, bare-U*inside)[0][0]+ion_depth,
                    0, 30, xtol=1e-7)
fitted = bare - well_depth*inside
s_bare, s_vec = radial(0, bare, 2)
s_fit, s_fit_vec = radial(0, fitted, 2)
p_bare, p_vec = radial(1, bare)
p_fit, _ = radial(1, fitted)
p_one, p_one_vec = radial(1, -coulomb/r)
p_one_fit, _ = radial(1, -coulomb/r-well_depth*inside)
mean_rydberg = hartree*mean_mass/eps**2/2
assert abs(-s_bare[0]/(4*mean_rydberg)-1) < 1e-3
assert abs(-p_one[0]/(mean_rydberg/4)-1) < 1e-3
s_change = abs(s_fit[1]/s_bare[1]-1)
p_change = abs(p_fit[0]/p_bare[0]-1)
p_one_change = abs(p_one_fit[0]/p_one[0]-1)
assert s_change > 10*p_change
assert max(p_change, p_one_change) < 0.02
radius_one = np.sum(r*p_one_vec[:, 0]**2)
radius_two = np.sum(r*p_vec[:, 0]**2)
assert abs(radius_one/radius_two-2) < 0.002


def hartree_potential(vector):
    charge = vector**2
    enclosed = np.cumsum(charge)-charge/2
    outer = np.cumsum((charge/r)[::-1])[::-1]-charge/(2*r)
    return coulomb*(enclosed/r+outer)


screen_bare = hartree_potential(s_vec[:, 0])
donor_bohr = 2*kin/coulomb
formula = coulomb*(1/r-np.exp(-4*r/donor_bohr)*(1/r+2/donor_bohr))
assert np.max(abs(screen_bare-formula))/np.max(formula) < 1e-3
screen_fit = hartree_potential(s_fit_vec[:, 0])
penetration_bare = radial(1, bare+screen_bare)[0][0]/p_one[0]-1
penetration_fit = radial(1, bare+screen_fit)[0][0]/p_one[0]-1
assert 0 < penetration_fit < penetration_bare/2 < 0.01

# Classical field at which the Coulomb saddle reaches the 2p+- level.
coulomb_fields = []
for charge, binding in ((1, single_ev[2]), (2, double_ev[2])):
    field = binding**2/(4*charge*coulomb)
    saddle = np.max(-charge*coulomb/r-field*r)
    assert abs(saddle/-binding-1) < 1e-4
    coulomb_fields.append(field*1e8)

density = 1e15
neighbour = brentq(lambda x: 4*np.pi*density*x**3/3-np.log(2),
                   1e-7, 1e-3)*1e8
kb_ev = sc.k/sc.e
eps_other = 11.7
eps_change = 1-(eps/eps_other)**2

print(f'Rough Si masses mt, ml: {mt:.2f}, {ml:.2f} m_e')
print(f'Rough low-temperature eps: {eps:.1f}')
print('Anisotropic model bindings: charge 1, charge 2, ratio')
for name, one_level, two_level in zip(('1s', '2p0', '2p+-', '3p0', '3p+-'),
                                     single_ev, double_ev):
    print(f'{name}: {one_level:.5f} eV, {two_level:.5f} eV, '
          f'{two_level/one_level:.4f}')
for label, i, j in (('2p0 to 2p+-', 1, 2), ('2p+- to 3p+-', 2, 4)):
    print(f'{label} spacing: {single_ev[i]-single_ev[j]:.5f}, '
          f'{double_ev[i]-double_ev[j]:.5f} eV')
print('Isotropic two-electron model: ion/neutral binding ratios')
for i, n in enumerate(n_values):
    print(f'{n}p singlet, triplet: {ion_p[i]/singlet[i]:.3f}, '
          f'{ion_p[i]/triplet[i]:.3f}')
    print(f'{n}p defects: {defect_singlet[i]:.4f}, {defect_triplet[i]:.4f}')
print(f'Ground depth ratio, no central cell: {ground_ratio:.3f}')
print(f'Neutral ground depth: {2*neutral_ground:.3f} donor Rydberg')
print(f'Isotropic mean mass: {mean_mass:.4f} m_e')
print(f'Isotropic donor Rydberg: {mean_rydberg:.5f} eV')
print(f'Isotropic D+ 1s without well: {-s_bare[0]:.4f} eV')
print(f'Rough fitted D+ ground depth: {ion_depth:.1f} eV')
print(f'Well radius, depth: {well_radius:.1f} angstrom, {well_depth:.3f} eV')
print(f'D+ 2s binding without, with well: {-s_bare[1]:.5f}, '
      f'{-s_fit[1]:.5f} eV')
print(f'D+ 2s, 2p relative well shifts: {100*s_change:.2f}, '
      f'{100*p_change:.3f} percent')
print(f'Charge-1 2p well shift: {100*p_one_change:.3f} percent')
print(f'D0 2p penetration, bare core: {100*penetration_bare:.3f} percent')
print(f'D0 2p penetration, fitted core: {100*penetration_fit:.3f} percent')
print(f'Mean 2p radius, charge 1: {radius_one:.1f} angstrom '
      f'= {radius_one/10:.2f} nm')
print(f'Mean 2p radius, charge 2: {radius_two:.1f} angstrom '
      f'= {radius_two/10:.2f} nm')
print(f'Classical 2p+- fields, charge 1, 2: {coulomb_fields[0]:.0f}, '
      f'{coulomb_fields[1]:.0f} V/cm')
print(f'Thermal energy at 10 K, 300 K: {kb_ev*10:.5f}, {kb_ev*300:.5f} eV')
print(f'Chosen donor density: {density:.1e} cm^-3')
print(f'Median nearest donor distance: {neighbour:.0f} angstrom')
print(f'Binding decrease if eps={eps_other:.1f}: {100*eps_change:.2f} percent')
print('tests ok')
```

Output:

```
Rough Si masses mt, ml: 0.19, 0.92 m_e
Rough low-temperature eps: 11.4
Anisotropic model bindings: charge 1, charge 2, ratio
1s: 0.03123 eV, 0.12492 eV, 4.0000
2p0: 0.01150 eV, 0.04599 eV, 4.0000
2p+-: 0.00639 eV, 0.02556 eV, 4.0000
3p0: 0.00549 eV, 0.02196 eV, 4.0000
3p+-: 0.00312 eV, 0.01247 eV, 4.0000
2p0 to 2p+- spacing: 0.00511, 0.02043 eV
2p+- to 3p+- spacing: 0.00327, 0.01309 eV
Isotropic two-electron model: ion/neutral binding ratios
2p singlet, triplet: 4.042, 3.756
2p defects: -0.0106, 0.0619
3p singlet, triplet: 4.033, 3.827
3p defects: -0.0126, 0.0656
4p singlet, triplet: 4.029, 3.869
4p defects: -0.0155, 0.0647
Ground depth ratio, no central cell: 2.221
Neutral ground depth: 1.801 donor Rydberg
Isotropic mean mass: 0.2583 m_e
Isotropic donor Rydberg: 0.02704 eV
Isotropic D+ 1s without well: 0.1082 eV
Rough fitted D+ ground depth: 0.6 eV
Well radius, depth: 2.4 angstrom, 6.084 eV
D+ 2s binding without, with well: 0.02704, 0.04873 eV
D+ 2s, 2p relative well shifts: 80.18, 0.078 percent
Charge-1 2p well shift: 0.010 percent
D0 2p penetration, bare core: 0.917 percent
D0 2p penetration, fitted core: 0.013 percent
Mean 2p radius, charge 1: 116.8 angstrom = 11.68 nm
Mean 2p radius, charge 2: 58.4 angstrom = 5.84 nm
Classical 2p+- fields, charge 1, 2: 808, 6466 V/cm
Thermal energy at 10 K, 300 K: 0.00086, 0.02585 eV
Chosen donor density: 1.0e+15 cm^-3
Median nearest donor distance: 549 angstrom
Binding decrease if eps=11.7: 5.06 percent
tests ok
```
